# Fourier Coefficients of Ultrasoft Augmentation Charges and Their Small-G Behaviour: a numerical check

```python
"""
Result under test (atomic units): the Fourier coefficient of an ultrasoft
augmentation charge Q_ij(r) = psi_i psi_j - phi_i phi_j is
  Q_ij(G) = (4 pi/Omega) sum_LM (-i)^L c(LM,i,j) Y_LM(G/|G|) F_L(|G|),
  F_L(G) = integral_0^rc j_L(G r) R_ij(r) dr,
and F_L -> G^L M_L/(2L+1)!! for small G, if M_L is not zero.
Symbols: psi = (u/r) Y, phi = (u_pseudo/r) Y, real harmonics Y;
R_ij = u_i u_j - u_pseudo_i u_pseudo_j; M_L = integral r^L R_ij dr;
c = integral of Y_LM Y_i Y_j over directions; Omega = cell volume.
The formula is compared with direct three-dimensional quadrature of
exp(-i G.r) Q_ij(r). An orbital is labelled by (l, m).
"""
import numpy as np
from functools import lru_cache
from math import factorial, pi, sqrt
from scipy.integrate import quad
from scipy.special import eval_legendre, lpmv, spherical_jn

CHARGE = 2.0      # charge of the Coulomb potential
RC = 2.0          # matching radius, bohr
EDGE = 20.0       # cubic cell edge, bohr
OMEGA = EDGE**3


def odd_factorial(n):
    """n!! for odd n."""
    return float(np.prod(np.arange(1, n + 1, 2)))


def harmonic(l, m, n):
    """Real harmonic at unit vectors n; m>0 cosine, m<0 sine type."""
    a = abs(m)
    norm = sqrt((2*l + 1)/(4*pi)*factorial(l - a)/factorial(l + a))
    value = norm*(-1)**a*lpmv(a, l, n[..., 2])
    if m == 0:
        return value
    azimuth = np.arctan2(n[..., 1], n[..., 0])
    trig = np.cos(a*azimuth) if m > 0 else np.sin(a*azimuth)
    return sqrt(2)*value*trig


def prefactor(l):
    zeta = CHARGE/(l + 1)
    return zeta, sqrt((2*zeta)**(2*l + 3)/factorial(2*l + 2))


def true_u(l, r):
    """Normalized nodeless Coulomb state with n = l + 1."""
    zeta, norm = prefactor(l)
    return norm*r**(l + 1)*np.exp(-zeta*r)


def pseudo_u(l, r):
    """Inside RC: exponential replaced by a quadratic in r^2."""
    zeta, norm = prefactor(l)
    ds = r**2 - RC**2
    g1 = -zeta/(2*RC)
    g2 = zeta**2/(4*RC**2) + zeta/(4*RC**3)
    return norm*r**(l + 1)*np.exp(-zeta*RC)*(1 + g1*ds + g2*ds**2/2)


def radial_difference(l1, l2, r):
    return true_u(l1, r)*true_u(l2, r) - pseudo_u(l1, r)*pseudo_u(l2, r)


# quadrature grids: radius, and directions on the unit sphere
node, weight = np.polynomial.legendre.leggauss(40)
r_grid, r_weight = RC*(node + 1)/2, RC*weight/2
ct, ct_weight = np.polynomial.legendre.leggauss(32)
n_azimuth = 48
az = 2*pi*(np.arange(n_azimuth) + 0.5)/n_azimuth
CT, AZ = np.meshgrid(ct, az, indexing="ij")
ST = np.sqrt(1 - CT**2)
directions = np.stack([ST*np.cos(AZ), ST*np.sin(AZ), CT], -1).reshape(-1, 3)
dir_weight = np.repeat(ct_weight, n_azimuth)*2*pi/n_azimuth


@lru_cache(maxsize=None)
def harmonic_on_grid(l, m):
    return harmonic(l, m, directions)


def direct(i, j, G, pseudo=pseudo_u):
    """Q_ij(G) from its definition, on the full 3D grid."""
    yi, yj = harmonic_on_grid(*i), harmonic_on_grid(*j)
    psi_i = np.outer(true_u(i[0], r_grid)/r_grid, yi)
    psi_j = np.outer(true_u(j[0], r_grid)/r_grid, yj)
    phi_i = np.outer(pseudo(i[0], r_grid)/r_grid, yi)
    phi_j = np.outer(pseudo(j[0], r_grid)/r_grid, yj)
    wave = np.exp(-1j*np.outer(r_grid, directions @ G))
    integrand = wave*(psi_i*psi_j - phi_i*phi_j)
    return (r_weight*r_grid**2) @ integrand @ dir_weight/OMEGA


@lru_cache(maxsize=None)
def gaunt(L, M, i, j):
    return float(np.sum(dir_weight*harmonic_on_grid(L, M)
                        * harmonic_on_grid(*i)*harmonic_on_grid(*j)))


@lru_cache(maxsize=None)
def bessel_transform(L, l1, l2, g):
    return quad(lambda r: spherical_jn(L, g*r)*radial_difference(l1, l2, r),
                0, RC, epsabs=1e-14, epsrel=1e-11)[0]


@lru_cache(maxsize=None)
def moment(power, l1, l2):
    return quad(lambda r: r**power*radial_difference(l1, l2, r),
                0, RC, epsabs=1e-14, epsrel=1e-11)[0]


def angular_sum(L, i, j, G):
    unit = G/np.linalg.norm(G)
    return sum(gaunt(L, M, i, j)*float(harmonic(L, M, unit))
               for M in range(-L, L + 1))


def term(L, i, j, G):
    """The order-L part of the derived formula."""
    g = float(np.linalg.norm(G))
    return (4*pi/OMEGA*(-1j)**L*angular_sum(L, i, j, G)
            * bessel_transform(L, i[0], j[0], g))


def formula(i, j, G):
    return sum(term(L, i, j, G)
               for L in range(abs(i[0] - j[0]), i[0] + j[0] + 1, 2))


s, px, py, pz = (0, 0), (1, 1), (1, -1), (1, 0)
dxy, dyz, dx2y2 = (2, -2), (2, -1), (2, 2)
orbitals = [(l, m) for l in range(3) for m in range(-l, l + 1)]
pairs = [(a, b) for k, a in enumerate(orbitals) for b in orbitals[k:]]

# harmonics: Cartesian meaning of the labels
X, Y, Z = directions.T
for label, cartesian in [(px, sqrt(3/(4*pi))*X), (py, sqrt(3/(4*pi))*Y),
                         (pz, sqrt(3/(4*pi))*Z),
                         (dxy, sqrt(15/(4*pi))*X*Y),
                         (dyz, sqrt(15/(4*pi))*Y*Z),
                         (dx2y2, sqrt(15/(16*pi))*(X**2 - Y**2))]:
    assert np.allclose(harmonic_on_grid(*label), cartesian, atol=1e-12)

# Legendre integral of a plane wave, bounds on j_L, addition theorem
t, tw = np.polynomial.legendre.leggauss(60)
x = np.linspace(0.2, 15, 150)
unit_a = np.array([1.0, 2.0, 3.0])/sqrt(14)
unit_b = np.array([-2.0, 1.0, 0.5])/sqrt(5.25)
for L in range(5):
    projected = np.exp(-1j*np.outer(x, t)) @ (tw*eval_legendre(L, t))/2
    assert np.allclose(projected, (-1j)**L*spherical_jn(L, x), atol=1e-12)
    gap = x**L/odd_factorial(2*L + 1) - spherical_jn(L, x)
    assert np.all(gap > 0)
    assert np.all(gap < x**(L + 2)/(2*odd_factorial(2*L + 3)))
    total = sum(harmonic(L, M, unit_a)*harmonic(L, M, unit_b)
                for M in range(-L, L + 1))
    legendre = eval_legendre(L, unit_a @ unit_b)
    assert abs(total*4*pi/(2*L + 1) - legendre) < 1e-12

# partial waves: unit norm, third-order contact at RC, positive R_ij
for l in range(3):
    assert abs(quad(lambda r: true_u(l, r)**2, 0, np.inf)[0] - 1) < 1e-7
    contact = [true_u(l, RC - h) - pseudo_u(l, RC - h) for h in (0.01, 0.005)]
    assert abs(contact[0]/contact[1] - 8) < 0.3
    for k in range(3):
        assert np.all(radial_difference(l, k, r_grid[r_grid < 1.95]) > 0)

# selection rules of the angular coefficients
for i, j in pairs:
    for L in range(7):
        allowed = (abs(i[0] - j[0]) <= L <= i[0] + j[0]
                   and (L + i[0] + j[0]) % 2 == 0)
        if not allowed:
            assert max(abs(gaunt(L, M, i, j))
                       for M in range(-L, L + 1)) < 1e-12

# main formula against direct integration, all pairs, small and large G
G_example = 2*pi/EDGE*np.array([1.0, 1.0, 2.0])
G_tests = [G_example, 3.0*unit_a, 6.0*unit_b]
worst = 0.0
for G in G_tests:
    for i, j in pairs:
        scale = moment(0, i[0], j[0])/OMEGA
        worst = max(worst, abs(formula(i, j, G) - direct(i, j, G))/scale)
assert worst < 1e-8

# value at G = 0
origin = np.zeros(3)
for i, j in pairs:
    expected = moment(0, i[0], j[0]) if i == j else 0.0
    assert abs(OMEGA*direct(i, j, origin) - expected) < 1e-11


def measured_power(function):
    """Logarithmic slope between |G| = 0.05 and 0.10 per bohr."""
    return np.log2(abs(function(0.10*unit_a))/abs(function(0.05*unit_a)))


power_cases = [("pz pz", pz, pz, 0), ("s pz", s, pz, 1),
               ("px py", px, py, 2), ("px dyz", px, dyz, 3),
               ("dxy dx2-y2", dxy, dx2y2, 4)]
powers = []
for name, i, j, expected in power_cases:
    slope = measured_power(lambda G: direct(i, j, G))
    assert abs(slope - expected) < 0.01
    powers.append((name, slope))

# norm-conserving p wave: the isotropic (L = 0) part must start at G^2
bump = r_grid**2*(1 - r_grid**2/RC**2)**3
base, full = pseudo_u(1, r_grid), true_u(1, r_grid)
bb = r_weight @ bump**2
cross = r_weight @ (bump*base)
deficit = r_weight @ (full**2 - base**2)
amount = (-cross + sqrt(cross**2 + bb*deficit))/bb


def conserving_u(l, r):
    return pseudo_u(l, r) + amount*r**2*(1 - r**2/RC**2)**3


conserving_power = measured_power(
    lambda G: sum(direct(p, p, G, conserving_u) for p in (px, py, pz)))
assert abs(conserving_power - 2) < 0.02

# second-order coefficient of pz pz, from finite differences
cos2 = (G_example[2]/np.linalg.norm(G_example))**2
G_small = 0.02*G_example/np.linalg.norm(G_example)
curvature_direct = OMEGA*(direct(pz, pz, origin)
                          - direct(pz, pz, G_small)).real/0.02**2
curvature = moment(2, 1, 1)*(1 + 2*cos2)/10
assert abs(curvature_direct/curvature - 1) < 1e-3

# worked example
g = float(np.linalg.norm(G_example))
unit = G_example/g
print(f"Coulomb charge: {CHARGE:.1f} (elementary charges)")
print(f"matching radius r_c: {RC:.1f} bohr")
print(f"cell edge: {EDGE:.1f} bohr; volume: {OMEGA:.0f} bohr^3")
print("G vector: " + " ".join(f"{v:.5f}" for v in G_example) + " bohr^-1")
print(f"|G|: {g:.5f} bohr^-1; |G| r_c: {g*RC:.4f}")
print(f"cos^2(theta) of G: {cos2:.5f}")
for name, l in (("s s", 0), ("p p", 1), ("d d", 2)):
    print(f"M_0 {name}: {moment(0, l, l):.6f} electrons")
for name, i, j, L, M in (("s pz", s, pz, 1, 0), ("px py", px, py, 2, -2)):
    l1, l2 = i[0], j[0]
    exact = direct(i, j, G_example)
    derived = formula(i, j, G_example)
    common = 4*pi/OMEGA*angular_sum(L, i, j, G_example)
    lead = common*(-1j)**L*g**L*moment(L, l1, l2)/odd_factorial(2*L + 1)
    bound = (abs(common)*g**(L + 2)*moment(L + 2, l1, l2)
             / (2*odd_factorial(2*L + 3)))
    assert 0 < abs(lead) - abs(exact) < bound
    part = "Im" if L % 2 else "Re"
    pick = np.imag if L % 2 else np.real
    print(f"{name}: L={L} M={M} c: {gaunt(L, M, i, j):.6f}")
    print(f"{name}: Y_LM(G): {float(harmonic(L, M, unit)):.6f}")
    print(f"{name}: F_{L}: {bessel_transform(L, l1, l2, g):.6e}")
    print(f"{name}: M_{L}: {moment(L, l1, l2):.6e} bohr^{L}")
    print(f"{name}: M_{L+2}: {moment(L + 2, l1, l2):.6e} bohr^{L+2}")
    print(f"{name}: {part} Q formula: {pick(derived):.6e} bohr^-3")
    print(f"{name}: {part} Q direct: {pick(exact):.6e} bohr^-3")
    print(f"{name}: {part} Q leading power: {pick(lead):.6e} bohr^-3")
    print(f"{name}: |leading|-|exact|: {abs(lead)-abs(exact):.3e} bohr^-3")
    print(f"{name}: bound on that gap: {bound:.3e} bohr^-3")
print(f"pz pz: c(00): {gaunt(0, 0, pz, pz):.6f}")
print(f"pz pz: c(20): {gaunt(2, 0, pz, pz):.6f}")
print(f"Y_00: {float(harmonic(0, 0, unit)):.6f}; "
      f"Y_20(G): {float(harmonic(2, 0, unit)):.6f}")
print(f"pz pz: F_0: {bessel_transform(0, 1, 1, g):.6e}")
print(f"pz pz: L=0 part: {term(0, pz, pz, G_example).real:.6e} bohr^-3")
print(f"pz pz: L=2 part: {term(2, pz, pz, G_example).real:.6e} bohr^-3")
print(f"pz pz: Q formula: {formula(pz, pz, G_example).real:.6e} bohr^-3")
print(f"pz pz: Q direct: {direct(pz, pz, G_example).real:.6e} bohr^-3")
print(f"pz pz: G^2 coefficient, formula: {curvature:.6e} bohr^2")
print(f"pz pz: G^2 coefficient, direct: {curvature_direct:.6e} bohr^2")
print("powers of G measured between 0.05 and 0.10 bohr^-1:")
for name, slope in powers:
    print(f"  {name}: {slope:.4f}")
print(f"  norm-conserving p shell, L=0: {conserving_power:.4f}")
print(f"orbital pairs tested: {len(pairs)}; G vectors: {len(G_tests)}")
print(f"largest formula-direct gap / (M_0/Omega): {worst:.1e}")
print("all good")
```

It prints:

```
Coulomb charge: 2.0 (elementary charges)
matching radius r_c: 2.0 bohr
cell edge: 20.0 bohr; volume: 8000 bohr^3
G vector: 0.31416 0.31416 0.62832 bohr^-1
|G|: 0.76953 bohr^-1; |G| r_c: 1.5391
cos^2(theta) of G: 0.66667
M_0 s s: 0.789482 electrons
M_0 p p: 0.055957 electrons
M_0 d d: 0.000650 electrons
s pz: L=1 M=0 c: 0.282095
s pz: Y_LM(G): 0.398942
s pz: F_1: 3.919895e-02
s pz: M_1: 1.627172e-01 bohr^1
s pz: M_3: 1.723648e-01 bohr^3
s pz: Im Q formula: -6.929461e-06 bohr^-3
s pz: Im Q direct: -6.929461e-06 bohr^-3
s pz: Im Q leading power: -7.378407e-06 bohr^-3
s pz: |leading|-|exact|: 4.489e-07 bohr^-3
s pz: bound on that gap: 4.628e-07 bohr^-3
px py: L=2 M=-2 c: 0.218510
px py: Y_LM(G): 0.182091
px py: F_2: 2.398631e-03
px py: M_2: 6.484321e-02 bohr^2
px py: M_4: 9.952796e-02 bohr^4
px py: Re Q formula: -1.499144e-07 bohr^-3
px py: Re Q direct: -1.499144e-07 bohr^-3
px py: Re Q leading power: -1.599942e-07 bohr^-3
px py: |leading|-|exact|: 1.008e-08 bohr^-3
px py: bound on that gap: 1.039e-08 bohr^-3
pz pz: c(00): 0.282095
pz pz: c(20): 0.252313
Y_00: 0.282095; Y_20(G): 0.315392
pz pz: F_0: 4.984021e-02
pz pz: L=0 part: 6.230026e-06 bohr^-3
pz pz: L=2 part: -2.998289e-07 bohr^-3
pz pz: Q formula: 5.930197e-06 bohr^-3
pz pz: Q direct: 5.930197e-06 bohr^-3
pz pz: G^2 coefficient, formula: 1.513008e-02 bohr^2
pz pz: G^2 coefficient, direct: 1.512956e-02 bohr^2
powers of G measured between 0.05 and 0.10 bohr^-1:
  pz pz: -0.0029
  s pz: 0.9989
  px py: 1.9988
  px dyz: 2.9989
  dxy dx2-y2: 3.9990
  norm-conserving p shell, L=0: 1.9985
orbital pairs tested: 45; G vectors: 3
largest formula-direct gap / (M_0/Omega): 9.6e-15
all good
```
